\section*{The Feynman-Hibbs effective potential and its free-energy bound, part 1}

(Sections cited here and not found follow in the second part.)

\section{The smeared potential and the proof of the bound}

\subsection{What dimensions and symmetry fix}

A classical particle in thermal equilibrium has a definite position $x$ and is weighted by $e^{-\beta V(x)}$, where $\beta = 1/(k_B T)$. A quantum particle of mass $m$ is spread out. If the spreading is narrow, a natural repair of the classical formula is to keep one position $x$ but to replace $V(x)$ by an average of $V$ over a small cloud centred on $x$. How wide should the cloud be?

Suppose that the width is set by free thermal motion, so that the potential does not enter it. The mean square width can then depend on $\beta$, $\hbar$ and $m$ alone. Write it as a number times $\beta^a \hbar^b m^c$. In terms of mass, length and time, $\beta$ has dimensions $M^{-1}L^{-2}T^{2}$, $\hbar$ has $ML^2T^{-1}$ and $m$ has $M$. To obtain a squared length we need
\begin{equation}
-a+b+c = 0, \qquad -2a+2b = 2, \qquad 2a-b = 0 .
\end{equation}
The last two equations give $a=1$ and $b=2$, and the first then gives $c=-1$. The variance of the cloud must therefore be
\begin{equation}
\sigma^2 = C\, \frac{\beta\hbar^2}{m}
\end{equation}
with a pure number $C$.

Symmetry and the form of the free motion fix the shape. Free motion looks the same everywhere and has no preferred direction, so the cloud does not depend on its centre and has zero mean displacement. The weight of a free path is the exponential of a quadratic form, so the cloud is Gaussian. What remains is to find $C$, which will turn out to be $1/12$, and to learn what the repaired formula says about the true free energy.

\subsection{Statement and assumptions}

The particle moves on a line with Hamiltonian $H = T + V$, where from here on $T = p^2/2m$ is the kinetic energy operator. The potential $V$ is continuous, bounded below, and confining in the sense that $\int dx\, e^{-\beta V(x)}$ is finite. The partition function is $Z = \mathrm{Tr}\, e^{-\beta H}$ and the free energy is $F = -\beta^{-1}\ln Z$. Define the thermal length $\Lambda$ by
\begin{equation}
\Lambda = \sqrt{\frac{2\pi\beta\hbar^2}{m}} .
\end{equation}
The classical partition function is
\begin{equation}
Z_{\rm cl} = \frac{1}{\Lambda}\int dx\, e^{-\beta V(x)} ,
\end{equation}
the factor $1/\Lambda$ being the momentum integral $\int dp\, e^{-\beta p^2/2m}/(2\pi\hbar)$.

For any variance $s^2$, let $V_s$ denote the Gaussian average
\begin{equation}
V_s(x) = \int dy\, g_s(y)\, V(x+y), \qquad
g_s(y) = \frac{e^{-y^2/2s^2}}{\sqrt{2\pi s^2}} .
\end{equation}
The Feynman-Hibbs potential is this average at one particular variance:
\begin{equation}
V_{\rm FH}(x) = V_\sigma(x), \qquad \sigma^2 = \frac{\beta\hbar^2}{12m} .
\end{equation}
We assume that it is finite. Put it into the classical formula,
\begin{equation}
Z_{\rm FH} = \frac{1}{\Lambda}\int dx\, e^{-\beta V_{\rm FH}(x)} ,
\end{equation}
and let $F_{\rm cl}$ and $F_{\rm FH}$ be the free energies that belong to $Z_{\rm cl}$ and $Z_{\rm FH}$. The claim is
\begin{equation}
F_{\rm cl} \le F \le F_{\rm FH} .
\label{eq:claim}
\end{equation}

\subsection{The sliced partition function}

Divide $\beta$ into $P$ equal parts $\epsilon = \beta/P$. Expanding to second order in $\epsilon$,
\begin{equation}
e^{-\epsilon V/2} e^{-\epsilon T} e^{-\epsilon V/2}
= 1 - \epsilon (T+V) + \frac{\epsilon^2}{2}\left(T^2 + TV + VT + V^2\right) + O(\epsilon^3) .
\end{equation}
The $V^2$ term collects $\tfrac18+\tfrac18+\tfrac14=\tfrac12$ from the two outer factors. The bracket is $(T+V)^2$, so the product agrees with $e^{-\epsilon H}$ through second order. Each slice then has an error of order $P^{-3}$, and $P$ slices together have an error of order $P^{-2}$. This count is formal, because $T$ and $V$ are unbounded operators. The Trotter product theorem gives convergence of the product of operators on each state. We need the stronger statement that the traces converge, and we take it without proof as the mathematical starting point:
\begin{equation}
Z = \lim_{P\to\infty} Z_P, \qquad
Z_P = \mathrm{Tr}\left( e^{-\epsilon V/2} e^{-\epsilon T} e^{-\epsilon V/2} \right)^P .
\end{equation}

In the position basis $V$ is diagonal. The kinetic factor is a Gaussian integral over momentum, done by completing the square:
\begin{align}
\langle x| e^{-\epsilon T} |x'\rangle
&= \int \frac{dp}{2\pi\hbar}\, e^{-\epsilon p^2/2m + ip(x-x')/\hbar} \nonumber\\
&= \frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\epsilon}}\; e^{-m(x-x')^2/2\epsilon\hbar^2} .
\end{align}
The prefactor equals $\sqrt{m/2\pi\epsilon\hbar^2}$. Introduce
\begin{equation}
\kappa = \frac{m}{\epsilon\hbar^2} = \frac{mP}{\beta\hbar^2} .
\end{equation}
Inserting a complete set of positions between slices, and closing the chain because of the trace, gives
\begin{equation}
Z_P = \left(\frac{\kappa}{2\pi}\right)^{P/2} \int d^P x\;
\exp\left[ -\frac{\kappa}{2}\sum_{j=1}^{P} (x_{j+1}-x_j)^2 - \frac{\beta}{P}\sum_{j=1}^P V(x_j) \right],
\label{eq:ZP}
\end{equation}
with $x_{P+1} = x_1$. The two half factors of $V$ that meet at each position have combined into one. Equation (\ref{eq:ZP}) is a classical integral for a ring of $P$ beads joined by springs. Each bead feels the potential $V/P$.

\subsection{Separating the centroid}

Let $X = P^{-1}\sum_j x_j$ be the centroid, and write $x_j = X + y_j$, so that $\sum_j y_j = 0$. The springs see only differences, hence only the $y_j$. Multiplying out the squares and relabelling one sum on the ring,
\begin{equation}
\sum_j (x_{j+1}-x_j)^2 = \sum_j x_j \left(2x_j - x_{j+1} - x_{j-1}\right) .
\end{equation}
Acting on the wave $e^{2\pi i jk/P}$, the operation in brackets multiplies it by
\begin{equation}
\lambda_k = 2 - 2\cos\frac{2\pi k}{P} = 4\sin^2\frac{\pi k}{P}, \qquad k = 0,\dots,P-1 .
\end{equation}
The waves $k$ and $P-k$ share an eigenvalue, so they can be combined into real orthonormal vectors $e_k(j)$. Let $q_k = \sum_j e_k(j)x_j$ be the coordinates along them. The mode $k=0$ has $e_0(j) = 1/\sqrt{P}$, so $q_0 = \sqrt{P}\,X$. The others describe the shape of the ring:
\begin{equation}
y_j = {\sum_k}' e_k(j)\, q_k ,
\end{equation}
where a prime on a sum or product omits $k=0$. An orthonormal change of variables preserves volume, so
\begin{equation}
d^P x = \sqrt{P}\; dX {\prod_k}' dq_k .
\end{equation}
The spring energy is $\tfrac{\kappa}{2}\sum_k' \lambda_k q_k^2$. With the springs alone, the $q_k$ are independent Gaussian variables of zero mean and variance $1/(\kappa\lambda_k)$. Angle brackets $\langle\cdots\rangle$ denote the average over them.

\subsection{One product and two sums}

We need $\prod_k'\lambda_k$ and $\sum_k' 1/\lambda_k$, and later also $\sum_k' 1/\lambda_k^2$. All three follow from one identity. Let $w = e^{2\pi i/P}$ and $z = e^\theta$. Multiplying out,
\begin{equation}
(z - w^k)(1 - w^{-k}z^{-1}) = z + z^{-1} - w^k - w^{-k} = 2\cosh\theta - 2\cos\frac{2\pi k}{P} .
\end{equation}
The numbers $w^k$ are all the $P$-th roots of unity, so $\prod_k (z-w^k) = z^P - 1$. In the same way $\prod_k (1-w^{-k}z^{-1}) = 1 - z^{-P}$. Therefore
\begin{equation}
\prod_{k=0}^{P-1} \left(2\cosh\theta - 2\cos\frac{2\pi k}{P}\right)
= z^P + z^{-P} - 2 = 4\sinh^2\frac{P\theta}{2} .
\end{equation}
Each factor on the left is $\lambda_k + s$ with $s = 2\cosh\theta - 2 = 4\sinh^2(\theta/2)$. The factor $k=0$ is $s$ itself. Dividing by it,
\begin{equation}
{\prod_k}' (\lambda_k + s) = \frac{4\sinh^2(P\theta/2)}{4\sinh^2(\theta/2)} .
\label{eq:prod}
\end{equation}
As $\theta\to0$ this gives
\begin{equation}
{\prod_k}' \lambda_k = P^2 .
\label{eq:P2}
\end{equation}

For the sums, take the logarithm of (\ref{eq:prod}). From $\sinh z/z = 1 + z^2/6 + z^4/120 + \cdots$ we have
\begin{equation}
\ln\frac{\sinh z}{z} = \frac{z^2}{6} + \left(\frac{1}{120}-\frac{1}{72}\right) z^4 + \cdots
= \frac{z^2}{6} - \frac{z^4}{180} + \cdots .
\label{eq:logsinh}
\end{equation}
Doubling this, with $z = P\theta/2$ and with $z=\theta/2$, and subtracting,
\begin{equation}
{\sum_k}' \ln\left(1+\frac{s}{\lambda_k}\right)
= \frac{P^2-1}{12}\,\theta^2 - \frac{P^4-1}{1440}\,\theta^4 + \cdots .
\end{equation}
Write $S_1 = \sum_k' 1/\lambda_k$ and $S_2 = \sum_k' 1/\lambda_k^2$. Since $s = \theta^2 + \theta^4/12 + \cdots$, the left side is $S_1\theta^2 + (S_1/12 - S_2/2)\theta^4 + \cdots$. Comparing powers,
\begin{equation}
S_1 = \frac{P^2-1}{12}, \qquad
S_2 = \frac{P^2-1}{72} + \frac{P^4-1}{720} = \frac{(P^2-1)(P^2+11)}{720} .
\label{eq:sums}
\end{equation}

\subsection{The prefactor and the variance}

The Gaussian normalization of the shape modes is $\prod_k' \sqrt{2\pi/\kappa\lambda_k}$. It contains $P-1$ factors of $\sqrt{2\pi/\kappa}$, which leave one factor $\sqrt{\kappa/2\pi}$ of the prefactor in (\ref{eq:ZP}). With (\ref{eq:P2}) the constant in front of $\int dX$ becomes
\begin{equation}
\sqrt{\frac{\kappa}{2\pi}}\; \frac{\sqrt{P}}{\sqrt{P^2}} = \sqrt{\frac{\kappa}{2\pi P}} = \sqrt{\frac{m}{2\pi\beta\hbar^2}} = \frac{1}{\Lambda} .
\end{equation}
Thus, for every $P$,
\begin{equation}
Z_P = \frac{1}{\Lambda}\int dX\, \left\langle e^{A} \right\rangle, \qquad
A = -\frac{\beta}{P}\sum_j V(X+y_j) .
\label{eq:centroid}
\end{equation}
The prefactor is the classical one, and the quantum effects sit in the average over ring shapes.

Renumbering the beads cyclically changes neither the springs nor the condition $\sum_j y_j=0$, so every $y_j$ has the same variance. It can be found by averaging over $j$. Because the vectors $e_k$ are normalized,
\begin{equation}
\sigma_P^2 = \frac{1}{P}\sum_j \langle y_j^2\rangle = \frac{1}{P}{\sum_k}' \frac{1}{\kappa\lambda_k}
= \frac{\beta\hbar^2}{mP^2}\, \frac{P^2-1}{12}
= \frac{\beta\hbar^2}{12m}\left(1-\frac{1}{P^2}\right) .
\label{eq:var}
\end{equation}
The limit $P\to\infty$ gives $\sigma^2 = \beta\hbar^2/12m$, so $C = 1/12$. In terms of the thermal length, $\sigma^2 = \Lambda^2/24\pi$, and $\sigma$ is about $0.12\,\Lambda$.

\subsection{Jensen's inequality and the upper bound}

The exponential lies above each of its tangents: $e^A \ge e^a(1 + A - a)$ for all real $A$ and $a$. Choose $a = \langle A\rangle$ and average. The linear term vanishes, and
\begin{equation}
\langle e^A\rangle \ge e^{\langle A\rangle} .
\end{equation}
This is Jensen's inequality for the exponential. Apply it to (\ref{eq:centroid}) at fixed $X$. Each $y_j$ is a sum of Gaussian variables, hence Gaussian with variance $\sigma_P^2$. The beads are correlated, but $\langle A\rangle$ is a sum of one-bead averages, so the correlations do not matter:
\begin{equation}
\langle A\rangle = -\frac{\beta}{P}\sum_j \langle V(X+y_j)\rangle = -\beta V_{\sigma_P}(X) .
\end{equation}
Consequently
\begin{equation}
Z_P \ge \frac{1}{\Lambda}\int dX\, e^{-\beta V_{\sigma_P}(X)} .
\label{eq:finite}
\end{equation}

It remains to let $P\to\infty$. For $P\ge2$ we have $\tfrac34\sigma^2 \le \sigma_P^2 < \sigma^2$, so $g_{\sigma_P}(y) \le (2/\sqrt3)\, g_\sigma(y)$. Subtract from $V$ a constant lower bound, which makes it non-negative. The integrand of $V_{\sigma_P}(X)$ is then dominated by a fixed function that is integrable because $V_{\rm FH}(X)$ is finite. Hence $V_{\sigma_P}(X)\to V_{\rm FH}(X)$ at each $X$. Fatou's lemma says that the integral of a limit of non-negative functions is at most the lower limit of their integrals. With (\ref{eq:finite}),
\begin{equation}
Z_{\rm FH} \le \liminf_{P\to\infty} \frac{1}{\Lambda}\int dX\, e^{-\beta V_{\sigma_P}(X)} \le \lim_{P\to\infty} Z_P = Z .
\end{equation}
The function $-\beta^{-1}\ln Z$ decreases with $Z$, so $F \le F_{\rm FH}$.

\subsection{The classical lower bound}

Convexity can also be applied to the beads of a single ring. The exponential of a mean is at most the mean of the exponentials:
\begin{equation}
e^A \le \frac{1}{P}\sum_j e^{-\beta V(X+y_j)} .
\end{equation}
Insert this in (\ref{eq:centroid}). Everything is positive, so the integral over $X$ may be done before the average. Shifting $X$ by $y_j$ removes $y_j$, and every bead gives the same classical integral. Thus $Z_P \le Z_{\rm cl}$ for every $P$, and in the limit $F\ge F_{\rm cl}$. This completes (\ref{eq:claim}).

\section{Accuracy, limits and a worked example}

\subsection{Symbols and results carried over}

The particle has mass $m$, potential $V$ and inverse temperature $\beta$, and $\Lambda = \sqrt{2\pi\beta\hbar^2/m}$. The free energies $F_{\rm cl}$, $F$ and $F_{\rm FH}$ are the classical, the quantum and the Feynman-Hibbs ones. The last is the classical formula with $V$ replaced by $V_{\rm FH}$, its Gaussian average of variance $\sigma^2=\beta\hbar^2/12m$. We have shown $F_{\rm cl}\le F\le F_{\rm FH}$. The proof used a ring of $P$ beads at $X+y_j$, with centroid $X$ and $\sum_j y_j=0$. Its partition function is
\begin{equation}
Z_P = \frac{1}{\Lambda}\int dX\,\langle e^A\rangle, \qquad A = -\frac{\beta}{P}\sum_j V(X+y_j) ,
\end{equation}
where the average runs over independent Gaussian shape modes $q_k$ of variance $1/(\kappa\lambda_k)$, with $\kappa = mP/\beta\hbar^2$. Each $y_j$ has variance $\sigma_P^2 = \sigma^2(1-1/P^2)$. We shall also need the sum $S_2=\sum_k'\lambda_k^{-2} = (P^2-1)(P^2+11)/720$.

We have shown that the true free energy lies between the classical value and the Feynman-Hibbs value, whose Gaussian cloud has variance $\beta\hbar^2/12m$. It remains to find how close the upper bound is, what is lost when the smeared potential is truncated, and where the result reaches its limits.
